**Zero-net-acid dose with stable and photodecomposable quenchers**

For a quencher-to-generator ratio q and a common Dill constant C, the dose for zero net acid is −ln(1−q)/C with a stable quencher and ln(1+q)/C with a photodecomposable one. Net acid means strong acid minus active quencher. The program integrates the photolysis rate equations and asserts that the thresholds agree with these formulas for three values of q and two of C. At q = 0.4 the output shows a saving of 34.13 %, with doses of 12.77 and 8.412 mJ/cm² for C = 0.04 cm²/mJ. It also asserts that neutralisation during exposure leaves the result unchanged when the neutralised quencher becomes a new generator salt; with an inert product and fast neutralisation the saving drops to 21.7 %. Halving or doubling the quencher's photolysis constant gives 22.2 % or 47.7 %. Further assertions compare the molecular-count spread with random sampling, and the blurred net acid with a reaction-diffusion simulation. The estimated saving is 31.9 % at the film bottom and 34.7 % with lateral diffusion in the example pattern.

## Numerical verification

```python
"""
Result under test: a resist has acid generator (initial density 1) and
quencher (initial density q). Both photolyse to first order with the same
Dill constant C. The dose for zero net acid (strong acid minus quencher) is
    stable quencher:            -ln(1-q)/C
    photodecomposable quencher:  ln(1+q)/C
so the fractional dose saving is 1 + ln(1+q)/ln(1-q), 34 percent at q=0.4.
G, Q, A: densities of generator, active quencher and strong acid.
x = C * dose is the dimensionless dose. Dose is in mJ/cm2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def expose(q, c_gen, c_que, k_neut=0.0, exchange=False, end=None):
    """Integrate the rate equations over dose.

    k_neut: neutralisation rate per unit dose during exposure.
    exchange: neutralised onium quencher becomes a new generator salt.
    Returns the dose of zero net acid (or None) and the final net acid.
    """
    end = 3.0 / c_gen if end is None else end

    def rates(dose, y):
        G, Q, A = y
        neut = k_neut * A * Q
        return [-c_gen * G + (neut if exchange else 0.0),
                -c_que * Q - neut, c_gen * G - neut]

    def net_zero(dose, y):
        return y[2] - y[1]

    sol = solve_ivp(rates, (0, end), [1.0, q, 0.0], method="LSODA",
                    events=net_zero, rtol=1e-9, atol=1e-12,
                    max_step=0.01 / c_gen)
    assert sol.success
    hits = sol.t_events[0]
    return (hits[0] if len(hits) else None), sol.y[2, -1] - sol.y[1, -1]


def saving_formula(q):
    return 1 + np.log1p(q) / np.log1p(-q)


# Thresholds from the rate equations against the logarithmic formulas
for q_test in (0.1, 0.4, 0.8):
    for c_test in (0.02, 0.04):
        e_s = expose(q_test, c_test, 0.0)[0]
        e_p = expose(q_test, c_test, c_test)[0]
        assert abs(e_s * c_test + np.log(1 - q_test)) < 2e-5
        assert abs(e_p * c_test - np.log(1 + q_test)) < 2e-5
        assert abs(1 - e_p / e_s - saving_formula(q_test)) < 1e-4

s = sp.symbols("s", positive=True)
series = sp.series(1 + sp.log(1 + s) / sp.log(1 - s), s, 0, 3).removeO()
assert sp.simplify(series - (s - s**2 / 2)) == 0

# Example: rough typical values for a 193 nm chemically amplified resist
q = 0.4
C = 0.04                  # cm2/mJ
wavelength = 193.0        # nm
thickness = 100.0         # nm
alpha = 1.5e-3            # 1/nm, film with stable quencher
density = 0.06            # generators per nm3
quantum_yield = 0.3
dose_stable = expose(q, C, 0.0)[0]
dose_photo = expose(q, C, C)[0]
saving = 1 - dose_photo / dose_stable
assert abs(saving - 0.34) < 0.005
to_ev_A2 = 1e-3 / const.e / 1e16

# Net acid in the photodecomposable film at the stable film's threshold
net_at_stable = expose(q, C, C, end=dose_stable)[1]
assert abs(net_at_stable - q**2) < 2e-5

# Slopes at threshold, by differences of the integrated rate equations
step = 0.02 / C
slope = {}
for name, c_que, dose in (("stable", 0.0, dose_stable),
                          ("photo", C, dose_photo)):
    up = expose(q, C, c_que, end=dose + step)[1]
    down = expose(q, C, c_que, end=dose - step)[1]
    slope[name] = (up - down) / (2 * step * C)
assert abs(slope["stable"] - (1 - q)) < 3e-4
assert abs(slope["photo"] - 1) < 3e-4

# Neutralisation during exposure: exchange keeps the result, inert does not
for k in (50 * C, 1e5 * C):
    d = expose(q, C, C, k_neut=k, exchange=True)[0]
    assert abs(d / dose_photo - 1) < 1e-4
    d = expose(q, C, 0.0, k_neut=k)[0]
    assert abs(d / dose_stable - 1) < 1e-4
dose_inert = expose(q, C, C, k_neut=1e5 * C)[0]
assert abs(C * dose_inert - q) < 1e-3
saving_inert = 1 - dose_inert / dose_stable

# Unequal Dill constants, ratio r = quencher constant / generator constant
u_half = (-q + np.sqrt(q * q + 4)) / 2
v_two = (-1 + np.sqrt(1 + 4 * q)) / (2 * q)
x_closed = {0.5: -2 * np.log(u_half), 2.0: -np.log(v_two)}
saving_r = {}
for r, x_r in x_closed.items():
    d = expose(q, C, r * C)[0]
    assert abs(C * d - x_r) < 2e-5
    saving_r[r] = 1 - d / dose_stable

# Absorption: cross-section from the Dill constant, opaque photoproducts
photon_J = const.h * const.c / (wavelength * 1e-9)
sigma_A2 = C * 1e3 * photon_J / quantum_yield * 1e16
area = 1e6                # square angstrom, for an explicit photon count
photons = round(dose_stable * 1e-3 / photon_J / 1e16 * area)
survive = (1 - quantum_yield * sigma_A2 / area) ** photons
assert abs(survive - (1 - q)) < 1e-4
alpha_extra = q * density * sigma_A2 * 1e-2
bottom_stable = dose_stable * np.exp(alpha * thickness)
bottom_photo = dose_photo * np.exp((alpha + alpha_extra) * thickness)
saving_bottom = 1 - bottom_photo / bottom_stable

# Standing wave from a weak bottom reflection
reflectivity = 0.005
amp = np.sqrt(reflectivity)
phase = np.linspace(0, np.pi, 2001)
wave = abs(np.exp(1j * phase) + amp * np.exp(-1j * phase)) ** 2
swing = (wave.max() - wave.min()) / (wave.max() + wave.min())
assert abs(swing - 2 * amp / (1 + amp**2)) < 1e-5

# Molecular statistics in a cube, Poisson loading of both species
cube = 10.0               # nm
n_gen = density * cube**3
rng = np.random.default_rng(7)
samples = 200000
spread = {}
sd = {}
for name, dose, variance in (
        ("stable", dose_stable, 2 * n_gen * q),
        ("photo", dose_photo, 2 * n_gen * q / (1 + q))):
    left = np.exp(-C * dose)
    gens = rng.poisson(n_gen, samples)
    ques = rng.poisson(n_gen * q, samples)
    acids = rng.binomial(gens, 1 - left)
    if name == "photo":
        ques = rng.binomial(ques, left)
    net = acids - ques
    assert abs(net.mean()) < 5 * np.sqrt(variance / samples)
    assert abs(net.std() / np.sqrt(variance) - 1) < 0.01
    sd[name] = net.std()
    spread[name] = net.std() / (n_gen * slope[name] * C * dose)

# Lateral diffusion in a sinusoidal pattern, equal diffusivities
pitch, modulation, blur = 100, 0.6, 10.0   # nm, none, nm
nodes, weights = np.polynomial.hermite.hermgauss(40)


def blurred_net(x, position, photo):
    place = position + np.sqrt(2) * blur * nodes
    local = x * (1 + modulation * np.cos(2 * np.pi * place / pitch))
    left = np.exp(-local)
    net_local = 1 - left - q * (left if photo else 1.0)
    return np.dot(weights, net_local) / np.sqrt(np.pi)


x_blur = {p: brentq(lambda x: blurred_net(x, pitch / 4, p), 0.05, 2)
          for p in (False, True)}
saving_blur = 1 - x_blur[True] / x_blur[False]
cells = np.arange(pitch)  # 1 nm cells
for photo in (False, True):
    local = x_blur[photo] * (1 + modulation
                             * np.cos(2 * np.pi * cells / pitch))
    A = 1 - np.exp(-local)
    Q = q * (np.exp(-local) if photo else np.ones(pitch))
    hop = 0.2
    for _ in range(round(blur**2 / 2 / hop)):
        neut = 0.5 * A * Q
        lap_A = np.roll(A, 1) + np.roll(A, -1) - 2 * A
        lap_Q = np.roll(Q, 1) + np.roll(Q, -1) - 2 * Q
        A = A + hop * lap_A - neut
        Q = Q + hop * lap_Q - neut
    expected = np.array([blurred_net(x_blur[photo], z, photo)
                         for z in cells])
    assert np.max(abs(A - Q - expected)) < 5e-4


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Quencher-to-generator ratio q", q)
show("Dill constant C", C, "cm2/mJ")
show("x at threshold, stable quencher", C * dose_stable)
show("x at threshold, photodecomposable", C * dose_photo)
show("Dose ratio photodecomposable/stable", dose_photo / dose_stable)
show("Dose saving", 100 * saving, "%")
show("Small-q estimate q-q^2/2", 100 * float(series.subs(s, q)), "%")
show("Threshold dose, stable", dose_stable, "mJ/cm2")
show("Threshold dose, photodecomposable", dose_photo, "mJ/cm2")
show("Same, stable", dose_stable * to_ev_A2, "eV/angstrom^2")
show("Same, photodecomposable", dose_photo * to_ev_A2, "eV/angstrom^2")
show("Photo film net acid at stable threshold", net_at_stable, "", 3)
show("Slope dN/dx at threshold, stable", slope["stable"], "", 3)
show("Slope dN/dx at threshold, photo", slope["photo"], "", 3)
show("x, fast neutralisation, inert product", C * dose_inert, "", 3)
show("Saving, same case", 100 * saving_inert, "%", 3)
show("x, constant ratio r=0.5", x_closed[0.5])
show("Saving, r=0.5", 100 * saving_r[0.5], "%", 3)
show("x, constant ratio r=2", x_closed[2.0])
show("Saving, r=2", 100 * saving_r[2.0], "%", 3)
show("Wavelength", wavelength, "nm")
show("Photon energy", photon_J / const.e, "eV", 3)
show("Film thickness", thickness, "nm")
show("Film absorption, stable", alpha * 1e3, "1/um")
show("Generator density", density, "1/nm3")
show("Quantum yield", quantum_yield)
show("Onium cross-section", sigma_A2, "angstrom^2", 3)
show("Extra absorption by onium quencher", alpha_extra * 1e3, "1/um", 3)
show("Incident dose for film bottom, stable", bottom_stable, "mJ/cm2")
show("Incident dose for film bottom, photo", bottom_photo, "mJ/cm2")
show("Saving at film bottom", 100 * saving_bottom, "%", 3)
show("Bottom reflectivity", 100 * reflectivity, "%")
show("Standing-wave dose swing, plus/minus", 100 * swing, "%", 3)
show("Cube edge for statistics", cube, "nm")
show("Mean generators in cube", n_gen, "", 3)
show("Net-count std dev, stable", sd["stable"], "molecules", 3)
show("Net-count std dev, photo", sd["photo"], "molecules", 3)
show("First-order dose spread, stable", 100 * spread["stable"], "%", 2)
show("First-order dose spread, photo", 100 * spread["photo"], "%", 2)
show("Pattern pitch", pitch, "nm")
show("Pattern modulation", modulation)
show("Diffusion blur (std dev)", blur, "nm")
show("x with blur, quarter pitch, stable", x_blur[False])
show("x with blur, quarter pitch, photo", x_blur[True])
show("Saving with blur", 100 * saving_blur, "%", 3)
print("all assertions hold")
```

Printed output:

```
Quencher-to-generator ratio q: 0.4
Dill constant C: 0.04 cm2/mJ
x at threshold, stable quencher: 0.5108
x at threshold, photodecomposable: 0.3365
Dose ratio photodecomposable/stable: 0.6587
Dose saving: 34.13 %
Small-q estimate q-q^2/2: 32 %
Threshold dose, stable: 12.77 mJ/cm2
Threshold dose, photodecomposable: 8.412 mJ/cm2
Same, stable: 7.971 eV/angstrom^2
Same, photodecomposable: 5.25 eV/angstrom^2
Photo film net acid at stable threshold: 0.16
Slope dN/dx at threshold, stable: 0.6
Slope dN/dx at threshold, photo: 1
x, fast neutralisation, inert product: 0.4
Saving, same case: 21.7 %
x, constant ratio r=0.5: 0.3974
Saving, r=0.5: 22.2 %
x, constant ratio r=2: 0.2671
Saving, r=2: 47.7 %
Wavelength: 193 nm
Photon energy: 6.42 eV
Film thickness: 100 nm
Film absorption, stable: 1.5 1/um
Generator density: 0.06 1/nm3
Quantum yield: 0.3
Onium cross-section: 1.37 angstrom^2
Extra absorption by onium quencher: 0.329 1/um
Incident dose for film bottom, stable: 14.84 mJ/cm2
Incident dose for film bottom, photo: 10.1 mJ/cm2
Saving at film bottom: 31.9 %
Bottom reflectivity: 0.5 %
Standing-wave dose swing, plus/minus: 14.1 %
Cube edge for statistics: 10 nm
Mean generators in cube: 60
Net-count std dev, stable: 6.93 molecules
Net-count std dev, photo: 5.86 molecules
First-order dose spread, stable: 38 %
First-order dose spread, photo: 29 %
Pattern pitch: 100 nm
Pattern modulation: 0.6
Diffusion blur (std dev): 10 nm
x with blur, quarter pitch, stable: 0.5243
x with blur, quarter pitch, photo: 0.3422
Saving with blur: 34.7 %
all assertions hold
```
